# Mixture-averaged diffusion and mass conservation: a ternary counter-example and its repair

**Q:** I am modelling the neutrals in an O2/Ar stripping plasma with mixture-averaged Fick fluxes. Each species gets its own diffusion coefficient in the mixture, and each species balance is in conservation form. Total mass must then be conserved automatically.

**A:** What does the sum of your diffusive mass fluxes have to be?

**Q:** Zero, I suppose, because diffusion rearranges species without moving the gas as a whole.

**A:** It is zero by definition, provided that $u$ is the mass-averaged velocity. Let species $k$ have mass density $\rho_k=\rho Y_k$ and mean velocity $v_k$. Then $\rho u=\sum_k\rho_k v_k$, and with the diffusion velocity $V_k=v_k-u$ and the flux $j_k=\rho_kV_k$,
$$\sum_k j_k=\sum_k\rho_k v_k-u\sum_k\rho_k=\rho u-\rho u=0 .$$
Now add your species balances, leaving out gas reactions, which conserve mass anyway:
$$\frac{\partial\rho_k}{\partial t}+\nabla\cdot(\rho_k u+j_k)=0\;\Rightarrow\;\frac{\partial\rho}{\partial t}+\nabla\cdot(\rho u)=-\nabla\cdot\sum_k j_k .$$
The continuity equation has zero on the right. Conservation form does not supply that zero; the flux law must. Which law do you use?

**Q:** With mole fractions $X_k$, molar masses $W_k$, mean molar mass $W=\sum_kX_kW_k$ and total molar density $c=\rho/W$,
$$j_k^*=-cW_kD_k\nabla X_k,\qquad D_k=\frac{1-Y_k}{\sum_{j\neq k}X_j/D_{kj}} .$$
The factor $1-Y_k$ comes from a mass constraint, so I took the sum to be safe.

**A:** Let us see which constraint it is. For an ideal gas at uniform temperature and pressure, with no body force on the neutrals, the Stefan–Maxwell equations balance each mole-fraction gradient against drag:
$$\nabla X_k=\sum_{j\neq k}\frac{X_kX_j}{D_{kj}}(V_j-V_k).$$
To obtain a law containing $\nabla X_k$ alone, pretend that all the other species share one velocity $V'$. The drag becomes
$$\nabla X_k=X_k(V'-V_k)\sum_{j\neq k}\frac{X_j}{D_{kj}} .$$
The zero-sum condition under this pretence is $Y_kV_k+(1-Y_k)V'=0$, so
$$V'=-\frac{Y_kV_k}{1-Y_k},\qquad V'-V_k=-\frac{V_k}{1-Y_k}.$$
Substitution gives $X_kV_k=-D_k\nabla X_k$ with your $D_k$. Since $\rho Y_k=cX_kW_k$, multiplying by $cW_k$ gives your $j_k^*$.

So mass is balanced once for each species, each time against a different imagined background. When you treat O, you suppose that O2 and Ar move together. When you treat O2, you suppose that O and Ar move together. Nothing makes these suppositions compatible.

**Q:** But I have checked the formula for two species, and the sum was zero.

**A:** With two species there is a single "other" species, so the supposition is true. Explicitly, $1-Y_1=Y_2=X_2W_2/W$, hence
$$D_1=\frac{Y_2D_{12}}{X_2}=\frac{W_2}{W}D_{12},\qquad W_1D_1=\frac{W_1W_2}{W}D_{12}.$$
The last expression is symmetric in the two labels, so $W_2D_2=W_1D_1$. With $\nabla X_2=-\nabla X_1$ the sum is $-c(W_1D_1-W_2D_2)\nabla X_1=0$.

For three species, substitute $\nabla X_3=-\nabla X_1-\nabla X_2$:
$$\sum_kj_k^*=-c\left[(W_1D_1-W_3D_3)\nabla X_1+(W_2D_2-W_3D_3)\nabla X_2\right].$$
The two gradients can be chosen independently. At a given composition the sum therefore vanishes for every admissible gradient if and only if $W_1D_1=W_2D_2=W_3D_3$. Equal masses together with equal binary coefficients are sufficient for this.

**Q:** My masses are 16, 32 and 40, which is hardly a wild spread. Is the error large enough to matter?

**A:** Take a case whose true fluxes are known without any diffusion model: oxygen atoms recombining on a wall, $2\,\mathrm{O}\to\mathrm{O_2}$. Let $x$ point towards the wall. If the molar flux of O is $N$, then O2 returns with $-N/2$ and argon has zero net flux. The mass flux is $W_{\rm O}N-2W_{\rm O}N/2=0$, so $u=0$ there.

I choose 1 Torr, 500 K and $X=(0.1,\,0.3,\,0.6)$ for O, O2 and Ar. This gives $W=35.17$ g/mol, $c=3.207\times10^{-8}$ mol/cm³ and $Y=(0.0455,\,0.2730,\,0.6815)$. Rough binary coefficients are 500 (O–O2), 480 (O–Ar) and 350 cm²/s (O2–Ar).

For the wall flux, let a fraction $\gamma=0.01$ of the arriving atoms recombine. The one-way flux arriving at the wall is $n_{\rm O}\bar v/4+\Gamma/2$, where the second term is the drift part of the velocity distribution. Setting the net flux $\Gamma$ equal to $\gamma$ times this gives
$$\Gamma=\frac{\gamma}{1-\gamma/2}\,\frac{n_{\rm O}\bar v}{4}=3.95\times10^{17}\ \mathrm{cm^{-2}s^{-1}},$$
with $\bar v=8.13\times10^4$ cm/s. In molar units $N=6.55\times10^{-7}$ mol/cm²/s, and $N/c=20.44$ cm/s.

**Q:** And the gradients? If I pick them by hand, the example proves little.

**A:** They follow from Stefan–Maxwell. Since $N_k=cX_k(u+V_k)$, the common $u$ cancels in the difference:
$$X_kX_j(V_j-V_k)=\frac{X_kN_j-X_jN_k}{c}.$$
For O, in 1/cm,
$$\frac{dX_{\rm O}}{dx}=20.44\left[\frac{0.1(-0.5)-0.3}{500}+\frac{0-0.6}{480}\right]=-0.0399 .$$
For O2 the first drag term changes sign, and argon contributes $[0-0.6(-0.5)]/350$:
$$\frac{dX_{\rm O_2}}{dx}=20.44\left[\frac{0.35}{500}+\frac{0.3}{350}\right]=0.0318 .$$
For argon,
$$\frac{dX_{\rm Ar}}{dx}=20.44\left[\frac{0.6}{480}-\frac{0.3}{350}\right]=0.0080 .$$
They add to zero within rounding. Argon has a gradient although it does not flow: the O and O2 streams drag it in opposite directions, and its own gradient balances the difference.

**Q:** Then I put these gradients into my formula. The coefficients are
$$D_{\rm O}=\frac{0.9545}{0.3/500+0.6/480}=516,\qquad D_{\rm O_2}=\frac{0.7270}{0.1/500+0.6/350}=380,$$
$$D_{\rm Ar}=\frac{0.3185}{0.1/480+0.3/350}=299\ \mathrm{cm^2/s}.$$
The products $W_kD_k$ are 8255, 12153 and 11940 g cm²/(mol s). They are not equal.

**A:** Multiply each by $-c\,dX_k/dx$. In µg/cm²/s, the raw fluxes and the true ones are:

| | O | O2 | Ar | sum |
|---|---|---|---|---|
| true | 10.49 | −10.49 | 0 | 0 |
| raw | 10.55 | −12.40 | −3.07 | −4.93 |

The ternary formula gives the same sum:
$$-3.207\times10^{-8}\left[(8255-11940)(-0.03985)+(12153-11940)(0.03183)\right]=-4.93\times10^{-6}\ \mathrm{g/cm^2/s}.$$
The first term in the bracket is 147 and the second is 7. The products $W_kD_k$ of O2 and Ar are nearly equal, so nearly all of the sum comes from the mismatch between O and the other two.

The false mass flux is $-4.9\times10^{-5}$ kg/m²/s, or 47% of the true O mass flux in magnitude. Its sign means mass leaving the wall. If these fluxes were used as they stand at the boundary, argon and an excess of O2 would stream out of a wall that supplies neither. For a 2 cm gap, the false flux would carry a mass equal to that of the gas in the gap in 0.46 s.

**Q:** The O flux itself is nearly perfect, though.

**A:** In this case, yes: its error is 0.6% of the true O mass flux. The supposed backgrounds show where the trouble lies. The true diffusion velocities are 204 cm/s for O, −34 for O2 and 0 for Ar. The O formula gives O2 and Ar a common −10 cm/s, which lies between their true values. The O2 formula gives O and Ar a common +15 cm/s, although one moves at 204 and the other is at rest. The argon formula gives O and O2 a common +9 cm/s, although they move in opposite directions.

**Q:** Could I have tested my code on a ternary mixture and still seen a zero sum?

**A:** Yes, by accident. At this composition the bracket vanishes when
$$\frac{\nabla X_{\rm O_2}}{\nabla X_{\rm O}}=-\frac{8255-11940}{12153-11940}\approx17.3 .$$
One favourable gradient direction is no proof for the others.

**Q:** Suppose I use the same $D$ for every species. Surely the sum is then zero.

**A:** Not in the mole-fraction form:
$$-cD\sum_kW_k\nabla X_k=-cD\nabla W,$$
because the $W_k$ are constants. With $D=400$ cm²/s and the same gradients this is −9.0 µg/cm²/s, worse than before. The mass-fraction form does work with one common $D$:
$$-\rho D\sum_k\nabla Y_k=-\rho D\nabla(1)=0 .$$
With unequal coefficients this protection is lost as well. If I put the three $D_k$ above into $-\rho D_k\nabla Y_k$, the sum is +2.5 µg/cm²/s. Those coefficients were derived for the mole-fraction form, so this number illustrates the failure of the sum; it does not rate that form's accuracy.

**Q:** How do I repair my fluxes without solving the full Stefan–Maxwell system?

**A:** Add one velocity $V_c$ to every species. The new sum is
$$\sum_k(j_k^*+\rho Y_kV_c)=\sum_kj_k^*+\rho V_c,$$
because $\sum_kY_k=1$. Setting it to zero leaves one choice:
$$V_c=-\frac1\rho\sum_ij_i^*,\qquad j_k=j_k^*-Y_k\sum_ij_i^* .$$
Here $\rho=1.128\times10^{-6}$ g/cm³, so $V_c=4.93/1.128=4.37$ cm/s, towards the wall. In µg/cm²/s the repaired fluxes are
$$j_{\rm O}=10.551+0.0455(4.927)=10.78,$$
$$j_{\rm O_2}=-12.404+0.2730(4.927)=-11.06,$$
$$j_{\rm Ar}=-3.074+0.6815(4.927)=0.28 .$$
They sum to zero within rounding.

**Q:** Why a common velocity? I could solve for O and O2 and obtain argon by difference.

**A:** That also gives a zero sum, with $j_{\rm Ar}=12.404-10.551=1.85$ µg/cm²/s. But it leaves the O2 error untouched and changes the velocity of argon relative to the other two. Stefan–Maxwell drag depends on velocity differences, and a common shift leaves all of them as the mixture formula gave them. It also treats no species as special, so the result does not depend on which one you call the background.

**Q:** Are the repaired fluxes then the correct ones?

**A:** No. Relative to the true O mass flux, the errors at these fixed gradients are:

| | O | O2 | Ar |
|---|---|---|---|
| raw | 0.6% | 18.3% | 29.3% |
| repaired | 2.7% | 5.5% | 2.7% |

O2 and argon improve a great deal, while O gets slightly worse. The repair guarantees the sum, not an improvement for each species.

What remains has a clear origin. If the velocity differences were right, the raw velocities would differ from the true ones by a common shift, and the zero-sum condition would fix that shift correctly. The remaining error is therefore an error in the differences, which $V_c$ cannot touch. If you need those, solve the Stefan–Maxwell system.

**Q:** Would all this disappear if O and O2 were traces in argon?

**A:** For the traces it becomes harmless; for the carrier it does not. Let species 1 and 2 be dilute in species 3. Then $D_1\to D_{13}$ and $D_2\to D_{23}$. For the carrier, $1-Y_3\approx(W_1X_1+W_2X_2)/W_3$, so
$$W_3D_3\to\frac{W_1X_1+W_2X_2}{X_1/D_{13}+X_2/D_{23}} .$$
This is a weighted mean of $W_1D_{13}$ and $W_2D_{23}$, with weights $X_1/D_{13}$ and $X_2/D_{23}$. Unless those two products are equal, the sum is still nonzero for general gradients, and it can be comparable with the trace fluxes. The correction to trace species 1, however, is $-Y_1\sum_ij_i^*$. If the trace gradients are of similar size, this is smaller than $j_1^*$ by a factor of order $Y_1$. Nearly all of the correction goes to the carrier.

**Q:** One thing still bothers me. In a closed chamber my code keeps the total mass to the last digit. How can that be, if the fluxes are wrong?

**A:** Because that total does not test the sum. In a flux-form scheme, whatever leaves one cell enters the next, and the inert end walls pass nothing. Wrong internal fluxes cancel in the total just as right ones do. The failure is local. Let $\rho$ be the density carried by the continuity equation and $\delta=\sum_k\rho_k-\rho$. Subtracting that equation from the summed species balances gives, in one dimension,
$$\frac{\partial\delta}{\partial t}=-\frac{\partial}{\partial x}\left(\delta u+\sum_kj_k^*\right).$$
Even if $\delta=0$ at the start, a nonuniform flux sum creates it.

Consider a closed 4 cm box at the same pressure and temperature, starting from
$$X_{\rm O}=0.1+0.08\cos\frac{\pi x}{L},\quad X_{\rm O_2}=0.3-0.08\cos\frac{\pi x}{L},\quad X_{\rm Ar}=0.6 .$$
Uniform pressure and temperature keep $c$ constant. The total molar flux $cu+\sum_kj_k/W_k$ is then independent of $x$, and it vanishes at the walls, so $u=-\sum_k(j_k/W_k)/c$. I ran this on 40 cells for 16 ms, with and without the repair, each time computing $u$ from the fluxes in use.

Without the repair, the summed species density and the carried density differ by up to 1.8%, although the total species mass shows no change in the printed digits. With the repair, the difference is at rounding level, about $10^{-12}$%. The species densities themselves are the same in both runs: the repair adds $V_c$ to every diffusion velocity, and the condition of zero total molar flux lowers $u$ by the same $V_c$. In this box the raw fluxes therefore spoil $u$ and the carried density, while the composition is unaffected by the repair. The 1.8% does not heal: once the gradients have decayed, $u$ and the fluxes vanish, and the equation for $\delta$ leaves it where it is.

**Q:** How far should I trust the 47% for a real stripping chamber?

**A:** As an order of magnitude for this composition, not as a property of the tool. The binary coefficients are rough. Hard-sphere kinetic theory with rough diameters of 3.0, 3.5 and 3.4 Å for O, O2 and Ar gives 458, 456 and 315 cm²/s, about 5 to 10% lower. With those values the 47% becomes about 41%. Lennard-Jones potentials give larger coefficients instead: depending on the parameters chosen, about 530 to 600 (O–O2), 510 to 590 (O–Ar) and 360 to 370 cm²/s (O2–Ar), and the 47% becomes about 43% or 29%. The result is sensitive to the ratios of the coefficients: raising only the O2–Ar coefficient from 350 to 400 cm²/s gives 65%. The recombination probability depends strongly on the wall material and its condition, but at fixed composition every flux here is proportional to $N$, so the percentage does not depend on it. The argon share was chosen for illustration, and a recipe richer in oxygen needs its own evaluation. A wafer covered with resist is a different case, because O is consumed there and volatile products leave.

Real chambers also break the isothermal assumption. With a rough thermal diffusion factor of 0.1 and 50 K across the 2 cm gap, the Soret term is about 1% of the O gradient; Lennard-Jones theory for O in argon gives a factor near 0.2, which doubles this. Shifting that gradient by 1%, with the argon gradient taking up the difference so that the three still add to zero, would move the false sum by about 1% of itself. The mean free path of argon is 0.010 cm, or 0.5% of the gap, and that of O is longer, but by no more than about a factor of two, so a continuum description is reasonable outside a thin layer at the wall. For an assumed ion density of $10^{10}$ cm⁻³ and electrons at 3 eV, the collisionless Bohm estimate $0.6\,n_iu_B$ puts the ion flux at about 0.5% of the O flux. This is an upper bound: at 1 Torr the ion mean free path is of order 0.01 cm, far shorter than the gap, and collisions lower the flux from a given bulk density by roughly a factor of ten. Ozone formation in the gas, with a rough rate coefficient, is some $10^{-4}$ of the diffusion rate. The numerical output lists the hard-sphere coefficients, the mean free path, and the Soret, ion and ozone estimates.

**Q:** So I should print $\sum_kj_k$ on every cell face, not just the total mass in the chamber.

**A:** Yes, and print it before the repair as well. After the repair the sum is zero by construction and tells you nothing about accuracy. Before it, compare $Y_k\left|\sum_ij_i^*\right|$ with $|j_k^*|$: that ratio is how strongly the repair alters species $k$. Here it is 2% for O, 11% for O2 and 109% for argon, so the argon flux is the one to check against Stefan–Maxwell first.

## Table of computed values

```
pressure 1.0 Torr, temperature 500 K, gap 2.0 cm
molar mass: O 15.999, O2 31.998, Ar 39.948 g/mol
mole fraction: O 0.10, O2 0.30, Ar 0.60 
mass fraction: O 0.0455, O2 0.2730, Ar 0.6815 
binary D: O-O2 500, O-Ar 480, O2-Ar 350 cm2/s
mean molar mass 35.168 g/mol
molar density 3.2070e-08 mol/cm3, mass density 1.1278e-06 g/cm3
wall recombination probability 0.01
mean thermal speed of O 8.1344e+04 cm/s
O flux to wall 3.947e+17 1/cm2/s = 6.5545e-07 mol/cm2/s
gradient of X: O -0.03985, O2 0.03183, Ar 0.00803 1/cm
mixture D_k: O 515.9, O2 379.8, Ar 298.9 cm2/s
product W_k D_k: O 8255, O2 12153, Ar 11940 g cm2/mol/s
true diffusion velocity: O 204.38, O2 -34.06, Ar 0.00 cm/s
fictitious velocity of the others, for: O -9.80, O2 15.13, Ar 8.56 cm/s
true mass flux: O 10.487, O2 -10.487, Ar 0.000 ug/cm2/s
raw mixture flux: O 10.551, O2 -12.404, Ar -3.074 ug/cm2/s
repaired flux: O 10.775, O2 -11.059, Ar 0.284 ug/cm2/s
raw sum -4.927 ug/cm2/s = -4.927e-05 kg/m2/s
raw sum / true O mass flux -47.0 %
repaired sum / true O mass flux -2.4e-16
correction velocity 4.369 cm/s
time for false flux to move the gap's gas mass 0.458 s
raw error / true O mass flux: O 0.6, O2 18.3, Ar 29.3 %
repaired error / true O mass flux: O 2.7, O2 5.5, Ar 2.7 %
accidental zero sum at grad X_O2 / grad X_O = 17.29
equal D = 400 cm2/s, mole form: sum -8.998 ug/cm2/s
same D, mass form: sum / true O mass flux -1.9e-12
mass form with mixture D_k: sum 2.515 ug/cm2/s
closed box: length 4.0 cm, cells 40, time 16.0 ms
box start: X_O amplitude 0.08, X_O2 amplitude -0.08
largest density mismatch, raw 1.818 %
largest density mismatch, repaired 9.5e-13 %
relative change of total species mass, raw 0.0e+00
hard-sphere D: O-O2 458, O-Ar 456, O2-Ar 315 cm2/s
mean free path 0.0101 cm, Knudsen number 0.0050
Soret / O gradient 1.13 % (factor 0.1, 50 K over gap)
ozone formation / diffusion rate 1.7e-04 (k = 2e-34 cm6/s)
ion / O flux 0.46 % (ions 1e+10 1/cm3, electrons 3 eV)
```
